# One-eighth-power electron density growth from neutral four-donor vacancy clusters

A calculation of contact resistance for a heavily doped semiconductor needs the electron density, and whoever sets it up must decide whether to enter the total donor density or something smaller. The same decision determines whether a larger implanted dose is worth having. If added donors stay ionized and isolated, doubling the dose doubles the electron density. If they enter neutral clusters of four donors around a vacancy, and the vacancies come from a reservoir, the ideal high-doping limit is a one-eighth power: doubling the dose then raises the electron density by a factor $2^{1/8}=1.09$.

Let $N$ be the total donor density, $D$ the density of isolated ions D$^+$, $n$ the electron density and $C$ the density of neutral clusters D$_4$V. In D$_4$V a lattice site is vacant and its four nearest neighbours are donors. The reaction is

$$
4\,\mathrm{D}^+ +4\,e^-+\mathrm{V}^0\rightleftharpoons \mathrm{D}_4\mathrm{V}.
$$

The charge on the left is $+4-4=0$, as on the right. Each cluster therefore removes four electrons from the conduction band as well as four donor ions. The factor of two between the number of donors and the final power comes from this.

The assumptions are local equilibrium at the anneal temperature $T$, dilute and non-interacting ions and clusters, nondegenerate electrons, and complete ionization of isolated donors. Holes, other clusters and the charge on free vacancies are at first left out of the balance. Let $N_s$ be the density of lattice sites and $N_c$ the effective density of conduction states, spin included. Let $E_f$ be the energy needed to form a neutral vacancy from the reservoir, and $E_b$ the energy released when four ions, four electrons at the band edge and one neutral vacancy form a cluster. Vibrational and internal degeneracy factors are set to one; otherwise they would multiply the equilibrium constant.

The mass-action law follows from counting states. Take a volume $\Omega$ with $N_D$ donors, and suppose that $m$ clusters have formed. Then

$$
I=N_D-4m
$$

ions remain, and neutrality requires the same number $I$ of electrons. Write $S=N_s\Omega$ and $B=N_c\Omega$. Dilute, identical ions contribute $S^I/I!$. Boltzmann electrons, with energies measured from the band edge, contribute $B^I/I!$. A cluster can be centred on any of $S$ sites, and its four donors then have one arrangement, since all four neighbours are occupied. Making a cluster costs $E_f$ for the vacancy and returns $E_b$, so its Boltzmann factor is

$$
\lambda=e^{(E_b-E_f)/kT}.
$$

The statistical weight of $m$ clusters is therefore

$$
W(m)=\frac{S^I}{I!}\,\frac{B^I}{I!}\,\frac{(S\lambda)^m}{m!}.
$$

Adding one cluster changes $I$ to $I-4$. The ratio of successive weights is

$$
\frac{W(m+1)}{W(m)}
=\frac{1}{S^4B^4}\left[\frac{I!}{(I-4)!}\right]^2
\frac{S\lambda}{m+1}.
$$

This ratio falls as $m$ rises, because $I$ falls and $m+1$ grows, so the weight has a single peak, where the ratio passes through one. For large numbers, $I!/(I-4)!\simeq I^4$ and $m+1\simeq m$. Hence

$$
m=S\lambda\left(\frac{I}{S}\right)^4\left(\frac{I}{B}\right)^4 .
$$

Division by $\Omega$, with $C=m/\Omega$ and $D=n=I/\Omega$, gives

$$
\frac{C}{N_s}=\lambda\left(\frac{D}{N_s}\right)^4
\left(\frac{n}{N_c}\right)^4 .
$$

The role of the vacancy reservoir becomes visible when $\lambda$ is split. With the vacancy chemical potential at the value for equilibrium with the bulk crystal, the dilute neutral vacancy density is

$$
[\mathrm{V}^0]=N_s e^{-E_f/kT}.
$$

The law can then be written

$$
\frac{C}{N_s}=\left(\frac{D}{N_s}\right)^4
\left(\frac{n}{N_c}\right)^4
\frac{[\mathrm{V}^0]}{N_s}\,e^{E_b/kT}.
$$

A neutral vacancy exchanges no electron with the band, so at fixed vacancy chemical potential $[\mathrm{V}^0]$ does not change with $n$. Setting $D=n$ by neutrality yields

$$
C=Kn^8,\qquad
K=\frac{e^{(E_b-E_f)/kT}}{N_s^3N_c^4}.
$$

Four of the eight powers come from the ions and four from the electrons.

Each cluster contains four donors, so donor conservation reads

$$
N=n+4C=n+4Kn^8 .
$$

The right-hand side rises steadily from zero with $n$, so there is one positive solution for each $N$. The two terms are equal when $4Kn^7=1$, which defines the crossover density

$$
n_\times=(4K)^{-1/7}.
$$

With $y=n/n_\times$ and $X=N/n_\times$, division of the conservation law by $n_\times$ gives

$$
X=y+4Kn_\times^7y^8=y+y^8 .
$$

For $X\ll1$ the linear term dominates and $n\simeq N$. For $X\gg1$ the eighth power dominates, and $y\simeq X^{1/8}$. Restoring units,

$$
n\simeq n_\times^{7/8}N^{1/8}
=\left(\frac{N}{4K}\right)^{1/8},
$$

because $n_\times^{7/8}=(4K)^{-1/8}$. This is the one-eighth-power law.

Its leading correction follows from $y^8=X-y$:

$$
y=X^{1/8}\left(1-\frac{y}{X}\right)^{1/8}.
$$

In the small ratio $y/X$ the first approximation $y\simeq X^{1/8}$ suffices, so $y/X\simeq X^{-7/8}$. Expanding the root to first order gives

$$
y\simeq X^{1/8}\left(1-\frac18X^{-7/8}\right).
$$

The asymptote thus lies slightly above the solution: it assigns every donor to a cluster, although some remain as ions.

The electron density approaches its asymptote sooner than the exponent does. Let $f=4C/N$ be the clustered fraction of the donors. Differentiating the conservation law with respect to $\ln n$ gives

$$
\frac{dN}{d\ln n}=n+32Kn^8 .
$$

Dividing by $N$, and using $n/N=1-f$ and $4Kn^8/N=f$,

$$
\frac{d\ln N}{d\ln n}=(1-f)+8f=1+7f,
\qquad
\frac{d\ln n}{d\ln N}=\frac{1}{1+7f}.
$$

The local exponent falls from 1 without clusters to $1/8$ when nearly all donors are clustered. At the crossover, where $n=n_\times$ and $N=2n_\times$, half the donors are clustered and the exponent is $1/4.5=0.22$.

For a worked example, take round parameters in the regime of heavily arsenic-doped silicon: $T=1300$ K, $N_s=5.0\times10^{22}$ cm$^{-3}$, $E_f=3.7$ eV and $E_b=5.5$ eV. An electron density-of-states mass of 1.1 electron masses gives $N_c=2.61\times10^{20}$ cm$^{-3}$. With $kT=0.1120$ eV, the Boltzmann factor is $e^{1.8/0.1120}\simeq9.5\times10^6$, and

$$
K\simeq\frac{9.5\times10^6}
{(5.0\times10^{22})^3(2.61\times10^{20})^4}
\ \mathrm{cm}^{21}
\simeq1.64\times10^{-143}\ \mathrm{cm}^{21}.
$$

The unit is that of a density divided by its eighth power. The crossover density is $n_\times=2.05\times10^{20}$ cm$^{-3}$.

At $N=1.0\times10^{21}$ cm$^{-3}$ the conservation law gives $n=2.42\times10^{20}$ cm$^{-3}$, with 76% of the donors clustered and a local exponent of 0.159. At $N=2.0\times10^{21}$ cm$^{-3}$ it gives $n=2.68\times10^{20}$ cm$^{-3}$, a clustered fraction of 87% and

$$
\frac{1}{1+7(0.866)}=0.142 .
$$

Doubling the donor density between these two cases raises $n$ by 11%, against 9% for the pure power law. At the higher doping the asymptotic formula gives $2.73\times10^{20}$ cm$^{-3}$, 1.8% above the solution, while the local exponent is still 13% above $1/8$. To bring the exponent within 1% of $1/8$, the formula requires $f\simeq0.989$, hence $X^{-7/8}\simeq0.011$ and $X\simeq170$. That means $N$ of about $3\times10^{22}$ cm$^{-3}$, comparable with the site density, where a dilute model has no meaning. For these parameters the one-eighth exponent is approached but not reached inside the model's own range.

The counting argument can be tested without the mass-action equation by summing over all $m$ with the weight $W(m)$. For 20,000 donors at $N=2.0\times10^{21}$ cm$^{-3}$ the sum gives a mean electron density of $2.678\times10^{20}$ cm$^{-3}$, in agreement with the conservation law to the digits shown. At the formal value $N/n_\times=1000$ the summed weights give an exponent of 0.1253. The latter case tests the mathematics of the limit; its donor density exceeds the density of sites.

The fixed vacancy chemical potential is essential. Since $K$ is proportional to $[\mathrm{V}^0]$, the asymptotic density varies as $[\mathrm{V}^0]^{-1/8}$, and a tenfold vacancy supersaturation lowers it by the factor $10^{-1/8}=0.75$. If the crystal instead holds a fixed total density $N_V$ of vacancies, free and clustered, strong binding puts nearly all of them into clusters once donors are plentiful. Each takes four donors, and once $N$ is clearly above $4N_V$

$$
n\simeq N-4N_V .
$$

Further donors find no vacancy and stay ionized. With $N_V=2.0\times10^{20}$ cm$^{-3}$ and $N=2.0\times10^{21}$ cm$^{-3}$, this gives $n=1.2\times10^{21}$ cm$^{-3}$. A sum over the weights for this closed supply reproduces that value, and between $N=2.0$ and $2.2\times10^{21}$ cm$^{-3}$ it gives an average exponent of 1.62. The electron density then grows faster than in proportion to $N$, because a constant has been subtracted from it.

Fixing a charged vacancy density gives yet another power. For nondegenerate electrons $[\mathrm{V}^{2-}]\propto[\mathrm{V}^0]n^2$. If $[\mathrm{V}^{2-}]$ were held constant, $[\mathrm{V}^0]$ would fall as $n^{-2}$, the cluster density would vary as $n^{8-2}=n^6$, and the limiting exponent would be $1/6$. A separate donor-rich phase changes the result in a different way. If it fixes the donor chemical potential, equilibrium of a donor atom with an ion and an electron fixes the product $Dn$. Neutrality makes this $n^2$, so $n$ stops growing with $N$ altogether.

The example lies at the edge of nondegenerate statistics, since $n/N_c=1.03$. Let $\eta$ be the electron chemical potential above the band edge divided by $kT$. Boltzmann statistics give $e^\eta=n/N_c$; with Fermi statistics $(n/N_c)^4$ must be replaced by $e^{4\eta}$. In the cluster law

$$
\frac{d\ln C}{d\ln n}=4+4\frac{d\eta}{d\ln n}.
$$

The Pauli principle makes $d\eta/d\ln n$ greater than one, so clusters form more readily at a given $n$. Because $d\eta/d\ln n$ keeps growing with $n$, the local exponent does not settle at $1/8$: in the formal high-doping limit it passes below that value and tends to zero. With all other parameters held fixed at $N=2.0\times10^{21}$ cm$^{-3}$, Fermi statistics lower $n$ by 14%, to $2.30\times10^{20}$ cm$^{-3}$. There $d\eta/d\ln n=1.30$, the power in the cluster law is 9.2, and the local exponent is 0.121.

Coulomb correlation acts in the opposite direction. Separate ions and electrons lower their energy by attracting one another, and a neutral cluster gives up much of this gain. An ion-sphere estimate places each ion at the centre of a uniform electron sphere of radius $a$ with $4\pi a^3n/3=1$. In units of $e^2/(4\pi\varepsilon a)$, where $\varepsilon$ is the permittivity of the crystal, the ion-electron energy is $-3/2$ and the self-energy of the electron sphere is $3/5$, which sum to $-9/10$. With $\Gamma=e^2/(4\pi\varepsilon akT)$, the energy per ion is $-0.9\,\Gamma kT$. Taking this energy as the excess free energy, and noting that $\Gamma\propto n^{1/3}$, the excess chemical potential of an ion-electron pair is

$$
\mu_{\rm ex}=\frac{d}{dn}\left(-0.9\,n\Gamma kT\right)
=-0.9\left(1+\frac13\right)\Gamma kT=-1.2\,\Gamma kT .
$$

Four pairs enter each cluster, so $C$ acquires the factor $e^{4\mu_{\rm ex}/kT}=e^{-4.8\Gamma}$. Since $d\Gamma/d\ln n=\Gamma/3$, the power of $n$ in the cluster law becomes $8-1.6\,\Gamma$.

At the ideal electron density $\Gamma=1.14$ for a relative permittivity of 11.7, so this is not a small correction. With $E_b$ held fixed, the estimate raises $n$ to $6.5\times10^{20}$ cm$^{-3}$, 2.4 times the ideal value, and the local exponent to 0.25. With Fermi statistics included as well, $n=4.4\times10^{20}$ cm$^{-3}$ and the exponent is 0.15. The ion-sphere energy is a strong-coupling form, meant for $\Gamma\gg1$; at $\Gamma$ near one it overstates the binding of ions in a uniform background. A fitted free energy of the one-component plasma gives $\mu_{\rm ex}\simeq-0.74\,kT$ at $\Gamma=1.14$ in place of $-1.37\,kT$; with Boltzmann electrons it raises $n$ by a factor of about 1.55 rather than 2.4, and the local exponent to 0.19. The picture also ignores the restriction of ions to lattice sites and the response of the electrons. These figures therefore show that the effect can be large, and do not replace the ideal result with an accurate one. Adjusting $E_b$ could restore the electron density at one doping, but the density dependence of $\mu_{\rm ex}$ would remain.

The other corrections computed here change $n$ by at most a few percent for the assumed parameters, though a charged D$_3$V cluster lowers the exponent more than Fermi statistics do. Holes, with a gap of 0.7 eV at the anneal temperature, change $n$ by 0.1%. Neutral clusters with one to three donors, each donor contributing $E_b/4$ to the binding, change it by less than 0.1%. If D$_3$V can also accept an electron at a level 0.3 eV below the band edge, $n$ falls by 4% and the local exponent to 0.111. Neutrality then reads $n+[\mathrm{D}_3\mathrm{V}^-]=D$, and the trapped share $[\mathrm{D}_3\mathrm{V}^-]/D\propto D^2n^4$ grows with doping. The result is sensitive to the assumed level: a deeper one traps more electrons and lowers both $n$ and the exponent further. At 0.5 eV $n$ falls by 18% and the exponent to 0.02, and at 0.7 eV the exponent is negative. With such a level the formal high-doping limit is not $1/8$: once most ions are compensated by D$_3$V$^-$, $D^2n^4$ is constant and $N\propto D^4n^4\propto D^2$, so $n\propto N^{-1/4}$. Free vacancies with assumed acceptor levels 0.5 and 0.3 eV below the band edge carry a charge of about $2\times10^{-9}$ of $n$. The clusters occupy 4.3% of the lattice sites. Two clusters cannot share a site, so each rules out 17 sites, its own centre included, as centres of other clusters. Together they rule out at most 15% of all sites, and somewhat less where the excluded regions overlap. This exclusion is not included in the figures above, but its net effect is small, because clusters also take sites away from the four reacting ions. With $c=C/N_s$ and $d=D/N_s$, a new cluster is excluded from a fraction $17c+5d$ of the sites and each ion from $5c+d$, so to first order $\ln K$ shifts by $4(5c+d)-(17c+5d)=3c-d\simeq0.02$. This lowers $n$ by about 0.2%.

Complete ionization of isolated donors rests on screening. In a hydrogen-like model with an orbital mass of 0.30 electron masses the donor Bohr radius is 2.1 nm, while the classical Debye length of the electrons is 0.52 nm. Diagonalization of the screened Coulomb problem finds no bound state at this ratio, whereas a screening length of two Bohr radii does give one. The result supports treating the donors as ionized, within a static, isotropic picture of screening.

In real arsenic-doped silicon annealed near this temperature, the active electron density saturates at roughly a few $10^{20}$ cm$^{-3}$. The example falls in that range because $E_b$ was chosen to put the crossover there, so the agreement is no evidence for the one-eighth exponent. The formation and binding energies are rough values. The eighth root softens the exponential in $K$, but errors of several tenths of an electronvolt would still matter: an increase of 0.1 eV in $E_b$ multiplies the asymptotic density by $e^{-0.1/(8\times0.1120)}=0.89$. Ideality is also insecure, since the estimated Coulomb correction alone raises $n$ by a factor of 1.5 to 2.4, depending on the form used. Short anneals may also leave the vacancies out of equilibrium with any reservoir. The advice that extra dose brings little extra conduction therefore holds under stated conditions: the clusters must equilibrate during the anneal with a reservoir that fixes the vacancy chemical potential, and most donors must already be clustered. It concerns the local donor density $N$, and a larger dose can also deepen the doped layer. Tunnelling contact resistance responds more strongly than $n$ does: it varies roughly as $e^{\phi/E_{00}}$ with $E_{00}\propto n^{1/2}$, so for barriers $\phi$ of 0.5 to 0.7 eV and tunnelling masses of 0.19 to 0.30 the 11% rise in $n$ lowers it by 12 to 20%.

The temperature of use is a separate matter. In the asymptotic regime $K\propto N_c^{-4}e^{(E_b-E_f)/kT}$, so at fixed $N$

$$
n\propto N_c^{1/2}\,e^{-(E_b-E_f)/(8kT)} .
$$

Cooling favours clusters, with an apparent energy of $1.8/8=0.225$ eV beside the weaker variation of $N_c$. With the energies and the mass held fixed at $N=2.0\times10^{21}$ cm$^{-3}$, the ideal equilibrium density falls from $2.7\times10^{20}$ cm$^{-3}$ at 1300 K to $1.7\times10^{20}$ cm$^{-3}$ at 1100 K and $1.1\times10^{17}$ cm$^{-3}$ at 300 K. These are model values: in real silicon this arsenic density is near or above the precipitation limit at 1100 K and below, and published fits to the active density give an apparent energy of about 0.47 eV, steeper than the 0.30 eV the model gives between 1100 and 1300 K. Within this model, a contact that keeps an electron density above $10^{20}$ cm$^{-3}$ at room temperature is out of equilibrium, its donors held in the arrangement left by the anneal. A device calculation should therefore take the density of isolated donors from the anneal and the cooling that followed, and not evaluate the equilibrium law at the operating temperature. The numerical output below lists the values for all three dopings and for each correction that was computed.

## Numbers as computed

```
Anneal temperature: 1300 K; kT = 0.1120 eV
Ef = 3.70 eV; Eb = 5.50 eV; gap = 0.70 eV
DOS masses: electron 1.10, hole 1.00 electron masses
Relative permittivity: 11.7
Ns = 5.00e+22 cm^-3
Nc = 2.612e+20 cm^-3; Nv = 2.264e+20 cm^-3
Neutral vacancies: 2.265e+08 cm^-3
K = 1.6356e-143 cm^21
Crossover density n_cross = 2.0513e+20 cm^-3
Ideal model (densities in cm^-3; f and exponent dimensionless):
N=5.00e+20: n=2.1385e+20, f=0.5723, exponent=0.1998
  one-eighth asymptote: 2.2930e+20 cm^-3
N=1.00e+21: n=2.4156e+20, f=0.7584, exponent=0.1585
  one-eighth asymptote: 2.5005e+20 cm^-3
N=2.00e+21: n=2.6783e+20, f=0.8661, exponent=0.1416
  one-eighth asymptote: 2.7269e+20 cm^-3
Canonical-sum n at N=2.0e+21 cm^-3: 2.6781e+20 cm^-3
Canonical-sum exponent at N/n_cross=1000: 0.12525
Closed-vacancy example: n=1.2000e+21 cm^-3, exponent=1.617
Neglected effects at N=2.0e+21 cm^-3:
Fermi statistics: n=2.3023e+20 cm^-3, exponent=0.1209
holes: n=2.6805e+20 cm^-3, exponent=0.1413
neutral D1V-D3V: n=2.6775e+20 cm^-3, exponent=0.1417
D1V-D3V and D3V-: n=2.5638e+20 cm^-3, exponent=0.1110
ion-sphere: n=6.5231e+20 cm^-3, exponent=0.2462
Fermi + ion-sphere: n=4.4316e+20 cm^-3, exponent=0.1526
n/Nc in ideal example: 1.026
Fermi d(eta)/d(ln n): 1.304
Assumed D3V acceptor depth: 0.30 eV
Assumed vacancy acceptor depths: 0.50, 0.30 eV
Free-vacancy charge / n: 2.32e-09
Sites occupied by clusters: 4.33 percent
Coulomb coupling at ideal n: 1.142
Ion-sphere energy coefficient: -0.900
Electron Debye length: 0.520 nm
Donor Bohr radius: 2.064 nm (orbit mass 0.30)
Ideal equilibrium n at 1100 K, N=2.0e+21 cm^-3: 1.652e+20 cm^-3
Ideal equilibrium n at 300 K, N=2.0e+21 cm^-3: 1.123e+17 cm^-3
```
